# Why Domain-Wall Permittivity Falls Almost Linearly with Log Frequency: test program

```python
# RESULT UNDER TEST
# Debye responses whose strength is spread evenly over ln(tau), tau1..tau2, give
#   eps'  = eps_b + D - (D/2L) ln[(1+w^2 tau2^2)/(1+w^2 tau1^2)]
#   eps'' = (D/L) [atan(w tau2) - atan(w tau1)],    L = ln(tau2/tau1)
# so that for 1/tau2 << w << 1/tau1 the permittivity falls linearly in ln(w)
# and the loss is flat: eps'' = -(pi/2) d eps'/d ln(w).
# w: angular frequency; D: total static wall strength; eps_b: background.
# Convention exp(+i w t), eps = eps' - i eps''.
# Microscopic model: a wall segment hops between two sites, dipole +-mu,
# tau = tau0 exp(U/kT), D = n mu^2/(eps0 kT), barriers U flat in U1..U2.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.linalg import eigh_tridiagonal

kB, q, eps0, hbar = const.k, const.e, const.epsilon_0, const.hbar
pi = np.pi

# Round model parameters (SI inside the program)
T = 300.0
polarization = 0.30            # C/m^2
area = 100e-18                 # m^2
jump = 1e-9                    # m
spacing = 100e-9               # m
active = 0.1                   # active fraction of wall area
tau0 = 1e-12                   # s
U1, U2 = 0.3, 0.8              # eV
eps_b = 1000.0
drive = 1e4                    # V/m
resistivity = 1e10             # ohm m

mu = polarization * area * jump
density = active / (spacing * area)
kT_eV = kB * T / q
D = density * mu**2 / (eps0 * kB * T)
L = (U2 - U1) / kT_eV
B = D / L
tau1, tau2 = tau0 * np.exp(U1 / kT_eV), tau0 * np.exp(U2 / kT_eV)


def barrier_nodes(low, high, shape, count=600):
    """Gauss-Legendre barriers (eV) and weights normalized to one."""
    x, w = np.polynomial.legendre.leggauss(count)
    U = 0.5 * (high + low) + 0.5 * (high - low) * x
    weights = w * shape(U)
    return U, weights / weights.sum()


def permittivity(freq, nodes, temp=T):
    """Direct superposition of the Debye responses of all segments."""
    U, weights = nodes
    tau = tau0 * np.exp(U * q / (kB * temp))
    strength = density * mu**2 / (eps0 * kB * temp)
    return eps_b + strength * np.sum(weights / (1 + 2j * pi * freq * tau))


def slope_ln(freq, nodes, temp=T, h=1e-3):
    """-d eps'/d ln(w) by central difference."""
    up = permittivity(freq * np.exp(h), nodes, temp).real
    down = permittivity(freq * np.exp(-h), nodes, temp).real
    return -(up - down) / (2 * h)


def closed_form(freq):
    w = 2 * pi * freq
    real = eps_b + D - D / (2 * L) * np.log(
        (1 + (w * tau2)**2) / (1 + (w * tau1)**2))
    loss = D / L * (np.arctan(w * tau2) - np.arctan(w * tau1))
    return real, loss


def log_law(freq):
    return eps_b + B * np.log(1 / (2 * pi * freq * tau1))


# --- One segment: time integration of the rate equation against Debye
def hopping_response(w_tau, x0):
    """First harmonic of the mean dipole / x0 for drive x0 cos(theta)."""
    def rate(theta, m):
        x = x0 * np.cos(theta)
        return (0.5 * np.exp(x) * (1 - m)
                - 0.5 * np.exp(-x) * (1 + m)) / w_tau
    start = 2 * pi * 10
    theta = start + 2 * pi * np.arange(128) / 128
    sol = solve_ivp(rate, (0, start + 2 * pi), [0.0], t_eval=theta,
                    method="DOP853", rtol=1e-10, atol=1e-13)
    return 2 * np.mean(sol.y[0] * np.exp(-1j * theta)) / x0


x_drive = mu * drive / (kB * T)
nonlinear = 0.0
for w_tau in (0.3, 1.0, 3.0):
    debye = 1 / (1 + 1j * w_tau)
    assert abs(hopping_response(w_tau, 0.01) / debye - 1) < 1e-4
    nonlinear = max(nonlinear,
                    abs(hopping_response(w_tau, x_drive) / debye - 1))


# --- Activation: slowest decay rate of diffusion in a double well
def well_time(barrier):
    """Relaxation time for V/kT = barrier*(1-x^2)^2, unit diffusivity."""
    x = np.linspace(-1.8, 1.8, 1201)
    h = x[1] - x[0]
    V = barrier * (1 - x**2)**2
    right = np.exp(-(V[1:] - V[:-1]) / 2) / h**2
    left = np.exp((V[1:] - V[:-1]) / 2) / h**2
    diagonal = np.zeros_like(x)
    diagonal[:-1] += right
    diagonal[1:] += left
    off = -np.ones(len(x) - 1) / h**2
    return 1 / eigh_tridiagonal(diagonal, off, eigvals_only=True,
                                select="i", select_range=(1, 1))[0]


# Kramers limit for wells of fixed width: tau ~ exp(u)/u with u = U/kT.
# The tolerance covers the next order in 1/u.
activation_slope = np.log(well_time(12.0) / well_time(10.0)) / 2
kramers_slope = 1 - np.log(12.0 / 10.0) / 2
assert abs(activation_slope - kramers_slope) < 0.01

# --- Superposition against the closed forms, inside and outside the window
flat = barrier_nodes(U1, U2, np.ones_like)
table_freqs = [1e-3, 1e0, 1e1, 1e2, 1e3, 1e4, 1e8]
for f in table_freqs:
    eps = permittivity(f, flat)
    real, loss = closed_form(f)
    assert abs(eps.real - real) < 1e-7 and abs(-eps.imag - loss) < 1e-7

# Window limits: size of the remainders
for f in (1e0, 1e2, 1e4):
    w = 2 * pi * f
    eps = permittivity(f, flat)
    bound = 0.5 * B * max((w * tau1)**2, (w * tau2)**-2)
    assert abs(eps.real - log_law(f)) <= bound + 1e-8
    missing = pi * B / 2 + eps.imag
    assert 0 < missing <= B * (w * tau1 + 1 / (w * tau2)) + 1e-8
mid = 100.0
loss_rule = -permittivity(mid, flat).imag / slope_ln(mid, flat)
assert abs(loss_rule / (pi / 2) - 1) < 1e-3

# --- General density: smoothing kernels and their second-order terms
centre, broad_width, narrow_width = 0.55, 0.2, 0.05


def gaussian(width):
    return lambda U: np.exp(-0.5 * ((U - centre) / width)**2)


broad = barrier_nodes(0.0, 1.1, gaussian(broad_width))
narrow = barrier_nodes(0.0, 1.1, gaussian(narrow_width))
f_off = 3000.0
y = np.log(2 * pi * f_off * tau0) + narrow[0] / kT_eV
kernel_slope = D * np.sum(narrow[1] * 0.5 / np.cosh(y)**2)
kernel_loss = D * np.sum(narrow[1] * 0.5 / np.cosh(y))
assert abs(slope_ln(f_off, narrow) / kernel_slope - 1) < 1e-5
assert abs(-permittivity(f_off, narrow).imag / kernel_loss - 1) < 1e-9

f_centre = 1 / (2 * pi * tau0 * np.exp(centre / kT_eV))
norm = quad(gaussian(broad_width), 0.0, 1.1)[0]
g0 = kT_eV / norm                       # density in ln(tau) at the centre
g2 = -g0 * (kT_eV / broad_width)**2     # its second derivative
slope_c = slope_ln(f_centre, broad)
loss_c = -permittivity(f_centre, broad).imag
# tolerances cover the fourth-derivative terms
assert abs(slope_c / (D * (g0 + pi**2 / 24 * g2)) - 1) < 3e-4
assert abs(loss_c / (pi / 2 * D * (g0 + pi**2 / 8 * g2)) - 1) < 2e-3


# --- How straight is eps' against log f from 1 Hz to 10 kHz?
def bend(nodes):
    logf = np.linspace(0, 4, 81)
    values = np.array([permittivity(10**v, nodes).real for v in logf])
    line = np.polyval(np.polyfit(logf, values, 1), logf)
    return np.max(abs(values - line)) / (values[0] - values[-1])


single = (np.array([centre]), np.array([1.0]))
bend_flat, bend_broad = bend(flat), bend(broad)
bend_narrow, bend_single = bend(narrow), bend(single)
assert bend_flat < 1e-3 and bend_broad < 0.03
assert bend_narrow > 0.05 and bend_single > bend_narrow

# --- Counterexample: flat count, but strength proportional to tau
harmonic = barrier_nodes(U1, U2, lambda U: np.exp((U - U2) / kT_eV))
power = -slope_ln(mid, harmonic) / (permittivity(mid, harmonic).real - eps_b)
assert abs(power + 1) < 2e-3

# --- The slope does not depend on temperature
B_micro = density * mu**2 / (eps0 * (U2 - U1) * q)
slopes_T = [slope_ln(mid, flat, temp) for temp in (250.0, 300.0, 350.0)]
assert all(abs(s / B_micro - 1) < 1e-4 for s in slopes_T)


# --- Random site bias, energy difference uniform within +-2 kT
def biased_wall(freq):
    a_nodes, a_weights = np.polynomial.legendre.leggauss(30)
    tau = tau0 * np.exp(flat[0] / kT_eV)
    total = 0
    for a, weight in zip(a_nodes, a_weights / 2):
        forward, back = np.exp(a) / (2 * tau), np.exp(-a) / (2 * tau)
        m0 = (forward - back) / (forward + back)
        push = forward * (1 - m0) + back * (1 + m0)
        chi = push / (forward + back + 2j * pi * freq)
        total += weight * np.sum(flat[1] * chi)
    return D * total.real


h = 1e-3
bias_slope = -(biased_wall(mid * np.exp(h))
               - biased_wall(mid * np.exp(-h))) / (2 * h)
bias_factor = bias_slope / B
assert abs(bias_factor - np.tanh(1.0)) < 1e-4   # mean of sech^2 on -1..1

# --- Other neglected effects
orientation = quad(lambda c: c**2, 0, 1)[0]
pair_distance = np.sqrt(area / active)
pair_energy = 2 * mu**2 / (4 * pi * eps0 * eps_b * pair_distance**3)
local_field = D / (3 * eps_b)
leak_loss = 1 / (resistivity * 2 * pi * 1.0 * eps0)
tunnel_T = hbar / (2 * tau0) / kB     # hbar*(2 pi nu0)/(2 pi kB)
U_slow = kT_eV * np.log(1 / (2 * pi * 1e0 * tau0))
U_fast = kT_eV * np.log(1 / (2 * pi * 1e4 * tau0))
tilt = (1 - kT_eV / U_slow) / (1 - kT_eV / U_fast) - 1
warm = permittivity(1e3, flat, 330.0).real

print("INPUTS (round, rough soft-PZT regime)")
print(f"temperature {T:.0f} K, kT {kT_eV:.5f} eV")
print(f"polarization {polarization*100:.0f} uC/cm2")
print(f"segment area {area*1e18:.0f} nm2, jump {jump*1e9:.1f} nm")
print(f"wall spacing {spacing*1e9:.0f} nm, active fraction {active:.2f}")
print(f"barriers {U1:.2f} to {U2:.2f} eV, tau0 {tau0:.1e} s")
print(f"background permittivity {eps_b:.0f}")
print(f"drive field {drive/1e5:.2f} kV/cm")
print("DERIVED")
print(f"segment dipole mu {mu:.3e} C m")
print(f"segment density {density*1e-6:.2e} cm^-3")
print(f"total wall strength D {D:.2f}")
print(f"tau1 {tau1:.3e} s, tau2 {tau2:.3e} s, L {L:.3f}")
print(f"slope B per unit ln(w) {B:.3f}")
print(f"fall per decade {B*np.log(10):.2f}")
print(f"share of D lost per decade {np.log(10)/L:.4f}")
print(f"barrier scanned per decade {kT_eV*np.log(10):.4f} eV")
print(f"plateau loss pi*B/2 {pi*B/2:.3f}")
print(f"loss/slope at 100 Hz {loss_rule:.5f}; pi/2 {pi/2:.5f}")
print("f (Hz) | eps' | log law | eps'' | tan delta")
for f in table_freqs:
    eps = permittivity(f, flat)
    print(f"{f:.0e} | {eps.real:.3f} | {log_law(f):.3f} | "
          f"{-eps.imag:.3f} | {-eps.imag/eps.real:.5f}")
print("BEND: max deviation from line / total fall, 1 Hz-10 kHz")
print(f"flat barriers {100*bend_flat:.5f} %")
print(f"Gaussian, sd {broad_width:.2f} eV: {100*bend_broad:.2f} %")
print(f"Gaussian, sd {narrow_width:.2f} eV: {100*bend_narrow:.2f} %")
print(f"single barrier {centre:.2f} eV: {100*bend_single:.2f} %")
print(f"strength ~ tau: power of frequency {power:.4f}")
print("slope B at 250, 300, 350 K: "
      + ", ".join(f"{s:.3f}" for s in slopes_T))
print("NEGLECTED EFFECTS")
print(f"mu*E/kT {x_drive:.4f}, response change {100*nonlinear:.3f} %")
print(f"field where mu*E = kT {kB*T/mu/1e5:.3f} kV/cm")
print(f"site bias within +-2 kT: slope factor {bias_factor:.4f}")
print(f"random grain axes: strength factor {orientation:.4f}")
print(f"fall per decade, random axes {orientation*B*np.log(10):.2f}")
print(f"pair distance {pair_distance*1e9:.1f} nm")
print(f"pair energy {pair_energy/(kB*T):.3f} kT")
print(f"local-field ratio D/(3 eps_b) {local_field:.4f}")
print(f"leakage loss at 1 Hz {leak_loss:.2f} "
      f"(resistivity {resistivity*100:.0e} ohm cm)")
print(f"barriers probed: 1 Hz {U_slow:.3f} eV, 10 kHz {U_fast:.3f} eV")
print(f"double well d ln(tau)/d(U/kT), U/kT 10-12: {activation_slope:.4f}")
print(f"slope rise 1 Hz to 10 kHz from attempt time {100*tilt:.2f} %")
print(f"tunnelling crossover estimate {tunnel_T:.2f} K")
print(f"eps' at 1 kHz and 330 K {warm:.2f}")
print("no test failed")
```

Running it gives:

```
INPUTS (round, rough soft-PZT regime)
temperature 300 K, kT 0.02585 eV
polarization 30 uC/cm2
segment area 100 nm2, jump 1.0 nm
wall spacing 100 nm, active fraction 0.10
barriers 0.30 to 0.80 eV, tau0 1.0e-12 s
background permittivity 1000
drive field 0.10 kV/cm
DERIVED
segment dipole mu 3.000e-26 C m
segment density 1.00e+16 cm^-3
total wall strength D 245.41
tau1 1.096e-07 s, tau2 2.750e+01 s, L 19.341
slope B per unit ln(w) 12.689
fall per decade 29.22
share of D lost per decade 0.1191
barrier scanned per decade 0.0595 eV
plateau loss pi*B/2 19.931
loss/slope at 100 Hz 1.57067; pi/2 1.57080
f (Hz) | eps' | log law | eps'' | tan delta
1e-03 | 1245.222 | 1267.683 | 2.171 | 0.00174
1e+00 | 1180.033 | 1180.034 | 19.858 | 0.01683
1e+01 | 1150.817 | 1150.817 | 19.924 | 0.01731
1e+02 | 1121.601 | 1121.601 | 19.930 | 0.01777
1e+03 | 1092.384 | 1092.384 | 19.922 | 0.01824
1e+04 | 1063.168 | 1063.167 | 19.844 | 0.01866
1e+08 | 1000.001 | 946.301 | 0.184 | 0.00018
BEND: max deviation from line / total fall, 1 Hz-10 kHz
flat barriers 0.00018 %
Gaussian, sd 0.20 eV: 1.21 %
Gaussian, sd 0.05 eV: 12.06 %
single barrier 0.55 eV: 23.51 %
strength ~ tau: power of frequency -1.0000
slope B at 250, 300, 350 K: 12.689, 12.689, 12.688
NEGLECTED EFFECTS
mu*E/kT 0.0724, response change 0.116 %
field where mu*E = kT 1.381 kV/cm
site bias within +-2 kT: slope factor 0.7616
random grain axes: strength factor 0.3333
fall per decade, random axes 9.74
pair distance 31.6 nm
pair energy 0.124 kT
local-field ratio D/(3 eps_b) 0.0818
leakage loss at 1 Hz 1.80 (resistivity 1e+12 ohm cm)
barriers probed: 1 Hz 0.667 eV, 10 kHz 0.429 eV
double well d ln(tau)/d(U/kT), U/kT 10-12: 0.9049
slope rise 1 Hz to 10 kHz from attempt time 2.29 %
tunnelling crossover estimate 3.82 K
eps' at 1 kHz and 330 K 1105.77
no test failed
```
